# How a Constant Gate Voltage Changes the Stiffness of a Nanodrum

## Stiffness about a static deflection

Consider a rigid conducting plate of area $A$, held by a spring of constant $k_1$ above a parallel gate. The gap is $d$ when the spring is relaxed, and $z$ is the displacement of the plate toward the gate, so that the gap is $d-z$. A source keeps the voltage $V$ between plate and gate. With the field at the edges neglected, the field in the gap is $V/(d-z)$ and the charge on the plate has magnitude

$$
Q=\frac{\varepsilon_0 A V}{d-z}.
$$

The plate is pulled by the field of the charge on the gate, which is half of the total field in the gap. The other half comes from the plate's own charge and exerts no net force on it. The attraction is therefore

$$
F(z)=\frac12\,Q\,\frac{V}{d-z}=\frac{\varepsilon_0AV^2}{2(d-z)^2}.
$$

Let the plate rest at $z_s$, where the spring force $k_1z_s$ equals $F(z_s)$, and move it a small distance $x$ further toward the gate. The spring pulls back more strongly, by $k_1x$. The attraction also grows, because the gap has become smaller. Since

$$
\frac{dF}{dz}=\frac{\varepsilon_0AV^2}{(d-z)^3},
$$

the net force toward the gate is, to first order in $x$,

$$
F(z_s+x)-k_1(z_s+x)
=-\left[k_1-\frac{\varepsilon_0AV^2}{(d-z_s)^3}\right]x.
$$

The bracket is the stiffness felt by small motion. The voltage has lowered it, because the growth of the attraction works against the spring. The same result can be written with the capacitance $C(z)=\varepsilon_0A/(d-z)$. Its derivatives are

$$
C'(z)=\frac{\varepsilon_0A}{(d-z)^2},\qquad
C''(z)=\frac{2\varepsilon_0A}{(d-z)^3},
$$

so that $F=\frac12V^2C'$, and the reduction of the stiffness is $\frac12V^2C''(z_s)$.

The condition of constant voltage matters here. If the plate carried a fixed charge instead, the attraction would be $F=Q^2/(2\varepsilon_0A)$, which does not depend on $z$. A force that does not change with position contributes nothing to the stiffness. The reduction found above thus depends on the source, which delivers more charge as the plate approaches the gate.

A nanodrum differs from the plate in two ways: it is clamped at its rim and bends, and its elastic force need not be linear. Let $w(r)$ be the deflection toward the gate at distance $r$ from the centre of a circular drum of radius $R$. Suppose that the drum keeps a fixed shape as it moves,

$$
w(r,t)=z(t)\,\phi(r),\qquad \phi(0)=1,\qquad \phi(R)=0.
$$

The single coordinate $z$ is then the deflection of the centre. If the mass per area is $\sigma$, each element $dA$ moves with velocity $\dot z\phi$, and the kinetic energy is

$$
\int\frac12\,\sigma\,(\dot z\phi)^2\,dA=\frac12m\dot z^2,\qquad
m=\int\sigma\phi^2\,dA .
$$

This defines the modal mass $m$. Let $U_m(z)$ be the elastic energy of the drum, including that of its tension, and let $C(z)$ be its capacitance to the gate. The drum is taken to be an equipotential, so that one voltage describes it. $V$ denotes the full electrostatic potential difference, including any contact-potential offset, and not just the setting of the source.

The electrostatic force on the coordinate $z$ follows from an energy balance. Let the drum be displaced slowly by $dz$ at constant $V$, with the capacitance changing by $dC=C'(z)\,dz$. The field energy is $\frac12CV^2$, so it changes by

$$
dE_{\text{field}}=\frac12V^2\,dC .
$$

The charge is $Q=CV$. The source must therefore deliver the charge $dQ=V\,dC$, and in doing so it supplies the energy

$$
V\,dQ=V^2\,dC .
$$

This is twice what the field has stored. The rest is the work that the field has done on the drum:

$$
F\,dz=V^2\,dC-\frac12V^2\,dC=\frac12V^2\,dC,
$$

and hence

$$
F(z)=\frac12V^2C'(z).
$$

The force pulls toward larger capacitance. The field energy rises while the field does positive work, which is possible because the source pays for both.

The same accounting gives the potential energy for motion at constant voltage. As the source delivers the charge $Q$, its own energy falls by $VQ=CV^2$. Field and source together contribute

$$
\frac12CV^2-CV^2=-\frac12CV^2 ,
$$

up to a constant. The potential energy of the coordinate $z$ is therefore

$$
W(z)=U_m(z)-\frac12V^2C(z),
$$

and $-W'(z)=-U_m'(z)+\frac12V^2C'(z)$ is the sum of the elastic and electrostatic forces, as it should be. The minus sign in $W$ is the trace left by the source. The field energy alone would have entered with a plus sign and given a force in the wrong direction.

With damping left out, the equation of motion is $m\ddot z=-W'(z)$. The drum can rest at a deflection $z_s$ where $W'$ vanishes:

$$
U_m'(z_s)=\frac12V^2C'(z_s).
$$

Now set $z=z_s+x$ and expand both energies about the static deflection. The capacitance is

$$
C(z_s+x)=C(z_s)+C'(z_s)\,x+\frac12C''(z_s)\,x^2+O(x^3),
$$

and the elastic energy is

$$
U_m(z_s+x)=U_m(z_s)+U_m'(z_s)\,x+\frac12U_m''(z_s)\,x^2+O(x^3).
$$

Multiply the first expansion by $-\frac12V^2$, which is a constant during the motion, and add the second. Collecting powers of $x$ gives

$$
\begin{aligned}
W(z_s+x)={}&W(z_s)+\left[U_m'(z_s)-\frac12V^2C'(z_s)\right]x\\
&+\frac12\left[U_m''(z_s)-\frac12V^2C''(z_s)\right]x^2+O(x^3).
\end{aligned}
$$

The first bracket is zero by the static balance. What remains is the energy of a linear spring, $\frac12kx^2$, with

$$
k=U_m''(z_s)-\frac12V^2C''(z_s).
$$

Two factors of one half occur in the capacitance term of the energy. One comes from the Taylor expansion and is also present in $\frac12kx^2$, so it drops out when $k$ is read off. The other belongs to the electrostatic energy $-\frac12V^2C$ and stays. Differentiating the force leads to the same place: the slope of $\frac12V^2C'$ is $\frac12V^2C''$, and a force that grows along the displacement subtracts from the stiffness.

For small $x$ the motion obeys $m\ddot x=-kx$, and its frequency is

$$
f=\frac1{2\pi}\sqrt{\frac km}.
$$

How small $x$ must be can be read from the next terms. The force is

$$
-W'(z_s+x)=-kx-\frac12W'''(z_s)\,x^2-\frac16W''''(z_s)\,x^3-\dots
$$

The terms shown are small beside $kx$ when $|W'''(z_s)\,x|\ll2k$ and $|W''''(z_s)|\,x^2\ll6k$. Both conditions become harder to meet as $k$ approaches zero.

The shape of the static deflection may differ from the shape of the vibration. One then writes $w=w_s(r)+x\phi(r)$ and regards $U_m$ and $C$ as functions of $x$. The static profile $w_s$ balances the forces for every small change of shape, including a change along $\phi$, so the linear term vanishes again. The derivation is otherwise unchanged, with the second derivatives taken along $\phi$ at $x=0$. The resulting $k$ is the stiffness for motion confined to that shape.

The term $-\frac12V^2C''(z_s)$ is the direct contribution of the electrostatic force to the stiffness. It is in general not the whole difference between a drum with voltage and the same drum without it. The voltage also displaces the drum, and the elastic stiffness at the new position can differ from that at the old one. If the drum rests at $z=0$ without voltage, then

$$
k(V)-k(0)=\left[U_m''(z_s)-U_m''(0)\right]-\frac12V^2C''(z_s).
$$

The bracket vanishes for a linear elastic force. For a drum that stretches as it deflects, a simple form of the elastic energy is

$$
U_m(z)=\frac12k_1z^2+\frac14k_3z^4,\qquad k_3>0 .
$$

Here $U_m'=k_1z+k_3z^3$ and $U_m''=k_1+3k_3z^2$, so that

$$
k=k_1+3k_3z_s^2-\frac12V^2C''(z_s).
$$

Stretching raises the stiffness, and a positive $C''$ lowers it. Their order of appearance at low voltage follows from the static balance. To leading order in $V^2$, the cubic force is negligible and $C'$ may be taken at zero deflection:

$$
z_s\simeq\frac{V^2C'(0)}{2k_1}.
$$

The stretching term is then

$$
3k_3z_s^2\simeq\frac{3k_3\,C'(0)^2}{4k_1^2}\,V^4 .
$$

The electrostatic term needs $C''(z_s)\simeq C''(0)+C'''(0)z_s$ to reach the same order. Inserting $z_s$ gives

$$
-\frac12V^2C''(z_s)\simeq-\frac12C''(0)V^2-\frac{C'(0)C'''(0)}{4k_1}V^4 .
$$

Adding the pieces, one finds through order $V^4$

$$
k\simeq k_1-\frac12C''(0)V^2
+\left[\frac{3k_3C'(0)^2}{4k_1^2}-\frac{C'(0)C'''(0)}{4k_1}\right]V^4 .
$$

With $C''(0)>0$ the drum first softens as the voltage is raised. If the bracket is positive, stretching slows the softening and may later reverse it.

The stiffness $k$ also governs how the static deflection responds to the voltage. Write $S=V^2$ and differentiate the static balance $U_m'(z_s)=\frac12SC'(z_s)$ with respect to $S$, remembering that $z_s$ depends on $S$:

$$
U_m''(z_s)\frac{dz_s}{dS}
=\frac12C'(z_s)+\frac12S\,C''(z_s)\frac{dz_s}{dS}.
$$

Moving the last term to the left produces the combination already called $k$, and

$$
\frac{dz_s}{d(V^2)}=\frac{C'(z_s)}{2k}.
$$

In this model with a single shape, the slope of the static deflection against $V^2$ and the vibration frequency therefore depend on the same stiffness. In a real drum the static response and the vibration have somewhat different shapes, and the stiffnesses belonging to them differ. When $k$ falls toward zero at finite $C'$, the static response grows without limit. At $k=0$ the static point ceases to be a minimum of $W$ to second order, and for $k<0$ a small displacement grows as $\exp(t\sqrt{|k|/m})$. A drum displaced toward the gate is then pulled further in, while one displaced the other way moves off to smaller deflection.

The rigid plate shows where the stiffness vanishes. Its static balance, $k_1z_s=\varepsilon_0AV^2/[2(d-z_s)^2]$, allows the voltage to be eliminated from the electrostatic term:

$$
\frac{\varepsilon_0AV^2}{(d-z_s)^3}=\frac{2k_1z_s}{d-z_s}.
$$

The stiffness becomes

$$
k=k_1\left(1-\frac{2z_s}{d-z_s}\right)=k_1\,\frac{d-3z_s}{d-z_s},
$$

which vanishes at $z_s=d/3$. This value belongs to a rigid plate on a linear spring. A drum that bends and stretches has a different limit, found from $k=0$ with its own $C$ and $U_m$.

## Capacitance of the drum and the role of the circuit

The drum has centre deflection $z$ toward the gate, shape $\phi(r)$, modal mass $m$, and capacitance $C(z)$. Its elastic energy is $U_m=\frac12k_1z^2+\frac14k_3z^4$. At constant voltage $V$ it rests at $z_s$, where $k_1z_s+k_3z_s^3=\frac12V^2C'(z_s)$, and the stiffness for small motion about that point is

$$
k=k_1+3k_3z_s^2-\frac12V^2C''(z_s).
$$

To put numbers into this formula one needs $C(z)$. If the gap $d$ is much smaller than the radius $R$ and the drum is only slightly inclined, each element of the drum forms a small parallel-plate capacitor with the gate below it. The local gap is $g=d-z\phi$, the local charge density is $\varepsilon_0V/g$, and the capacitance is

$$
C(z)=\varepsilon_0\int\frac{dA}{d-z\phi}.
$$

Fringing fields at the rim are left out, and so is the sideways bending of the field lines caused by the slope of the drum. If the rim continues into a conducting plane at the same potential, the slope raises $C''(0)$ for the parabolic shape used below by a relative amount of about $2d^2/R^2$, which is 2% for $d/R=0.1$. Each derivative with respect to $z$ brings down a factor $\phi$ and raises the power of the gap by one:

$$
C'(z)=\varepsilon_0\int\frac{\phi\,dA}{(d-z\phi)^2},\qquad
C''(z)=2\varepsilon_0\int\frac{\phi^2\,dA}{(d-z\phi)^3}.
$$

As long as the drum does not touch the gate, the last integrand is nowhere negative, and $C''>0$. In this model the direct electrostatic term softens the drum. The general formula for $k$ does not itself fix the sign. A coordinate with $C''<0$, such as the sideways motion of a conductor at the position where its capacitance to an electrode is largest, would be stiffened by the voltage.

A membrane under uniform tension $T$ and uniform pressure $p$ obeys $T\nabla^2w=-p$. Since $\nabla^2(1-r^2/R^2)=-4/R^2$, its deflection has the shape

$$
\phi(r)=1-\frac{r^2}{R^2}.
$$

The electrostatic pressure is not quite uniform once the drum is bent, and the vibration has its own shape. Using this $\phi$ for both is an approximation of the model, and it makes the capacitance integral elementary. For a membrane of tension $T$ it gives $k_1=2\pi T$ and $m=\sigma\pi R^2/3$, so $\omega^2=6T/(\sigma R^2)$ without voltage, whereas the true lowest mode has $5.783$ in place of $6$ and a frequency about 2% lower. Put $u=1-r^2/R^2$. Then $dA=2\pi r\,dr=-\pi R^2\,du$, and $u$ runs from 1 at the centre to 0 at the rim. Reversing the limits removes the minus sign:

$$
C(z)=\varepsilon_0\pi R^2\int_0^1\frac{du}{d-zu}
=-\frac{\varepsilon_0\pi R^2}{z}\ln\left(1-\frac zd\right).
$$

With $\zeta=z/d$ and the flat-drum capacitance $C_0=\varepsilon_0\pi R^2/d$, this is

$$
C=C_0L(\zeta),\qquad L(\zeta)=-\frac{\ln(1-\zeta)}{\zeta}.
$$

The product rule gives the first derivative,

$$
L'(\zeta)=\frac1{\zeta(1-\zeta)}+\frac{\ln(1-\zeta)}{\zeta^2}.
$$

For the second derivative, the two terms contribute

$$
\frac{d}{d\zeta}\frac1{\zeta(1-\zeta)}=-\frac{1-2\zeta}{\zeta^2(1-\zeta)^2},
$$

$$
\frac{d}{d\zeta}\frac{\ln(1-\zeta)}{\zeta^2}
=-\frac1{\zeta^2(1-\zeta)}-\frac{2\ln(1-\zeta)}{\zeta^3}.
$$

Over the common denominator $\zeta^2(1-\zeta)^2$ the rational parts have the numerator $-(1-2\zeta)-(1-\zeta)=3\zeta-2$, so

$$
L''(\zeta)=\frac{3\zeta-2}{\zeta^2(1-\zeta)^2}-\frac{2\ln(1-\zeta)}{\zeta^3}.
$$

Because $z=\zeta d$, the derivatives of the capacitance are $C'=C_0L'/d$ and $C''=C_0L''/d^2$. The separate terms of $L''$ diverge as $\zeta\to0$, but their sum does not. The series $-\ln(1-\zeta)=\zeta+\zeta^2/2+\zeta^3/3+\dots$ gives

$$
L=1+\frac\zeta2+\frac{\zeta^2}3+\frac{\zeta^3}4+\dots,\qquad
L''=\frac23+\frac32\zeta+\dots
$$

At zero deflection, therefore,

$$
C''(0)=\frac{2C_0}{3d^2}=\frac{2\varepsilon_0\pi R^2}{3d^3}.
$$

This is one third of the value for a rigid plate of the same area. The factor is the average of $\phi^2$ over the drum, $\int_0^1u^2du=\frac13$: the parts near the rim hardly move and contribute little.

For an example, take the round model parameters $R=2\ \mu\text{m}$, $d=200\ \text{nm}$, $V=5\ \text{V}$, $k_1=1\ \text{N/m}$, $k_3=10^{14}\ \text{N/m}^3$ and $m=10^{-17}\ \text{kg}$. Solving the static balance numerically gives $z_s=19.17\ \text{nm}$, or $\zeta=0.0958$. There the capacitance is $0.585\ \text{fF}$, with $C'=1.590\ \text{nF/m}$ and $C''=11.62\ \text{mF/m}^2$. The electrostatic force is

$$
\frac12(5\ \text{V})^2(1.590\times10^{-9}\ \text{F/m})=19.87\ \text{nN}.
$$

The elastic force consists of $k_1z_s=19.17\ \text{nN}$ and $k_3z_s^3=0.70\ \text{nN}$, which together balance it. The cubic force is small, but its slope is three times $k_3z_s^2$ and is not negligible in the stiffness:

$$
3k_3z_s^2=3(10^{14}\ \text{N/m}^3)(1.917\times10^{-8}\ \text{m})^2=0.110\ \text{N/m}.
$$

The direct electrostatic term is

$$
-\frac12V^2C''(z_s)=-\frac12(25\ \text{V}^2)(0.01162\ \text{F/m}^2)=-0.145\ \text{N/m},
$$

and the total is $k=1+0.110-0.145=0.965\ \text{N/m}$.

The frequency without voltage is $50.33\ \text{MHz}$. Stretching alone would raise it to $53.03\ \text{MHz}$, and the electrostatic term brings it down to $49.44\ \text{MHz}$. The net shift of $-0.89\ \text{MHz}$ is the difference between two larger effects, so it cannot be used by itself to infer $C''$. For the same reason it is sensitive to the assumed shape. If the shape is left free, with the same tension, mass per area and uniform stretching, the shift is about $-1.1\ \text{MHz}$ at $5\ \text{V}$, and at $7.5\ \text{V}$ it is about $+2.7\ \text{MHz}$ where the single shape gives $+3.8\ \text{MHz}$. The signs are kept, but the digits quoted here belong to the single-shape model. The point of expansion matters as well. With $C''(0)=9.27\ \text{mF/m}^2$ in place of $C''(z_s)$, the electrostatic term would be $-0.116\ \text{N/m}$, about 20% smaller in magnitude than its value at the static deflection.

The formula for $k$ was tested in three ways. Integration of the nonlinear equation of motion, with the force taken from the electrostatic pressure on the drum, gave $49.44\ \text{MHz}$ for small oscillations. The change of static deflection with squared voltage, obtained by solving the balance at two nearby voltages, was $0.824\ \text{nm/V}^2$, in agreement with $C'/(2k)$. In a third test, the quadratic energy $\frac12kx^2$ was subtracted from $W(z_s+x)-W(z_s)$. If $k$ is right, the remainder begins with $x^3$ and grows nearly eightfold when $x$ is doubled. Between $0.2$ and $0.4\ \text{nm}$ it grew by a factor of 8.02.

The competition between stretching and softening is visible when the voltage is varied:

| $V$ (V) | $z_s$ (nm) | $3k_3z_s^2$ (N/m) | $-\frac12V^2C''$ (N/m) | $k$ (N/m) |
|---:|---:|---:|---:|---:|
| 2.5 | 4.47 | 0.006 | −0.030 | 0.976 |
| 5.0 | 19.17 | 0.110 | −0.145 | 0.965 |
| 7.5 | 45.56 | 0.623 | −0.465 | 1.158 |

At $7.5\ \text{V}$ the drum is stiffer than without voltage, although the direct electrostatic term is negative and larger in magnitude than before. This is the reversal allowed by the low-voltage expansion, in which softening starts as $V^2$ and stretching as $V^4$. The corresponding frequencies are 49.71, 49.44 and $54.16\ \text{MHz}$. A rise of frequency with voltage thus does not contradict the negative sign of $-\frac12V^2C''$.

All of this assumes that the voltage stays constant while the drum vibrates. Suppose instead that the drum is disconnected after it has reached $z_s$, so that its charge $Q=C(z_s)V$ is fixed. No source then takes part, and the potential energy is

$$
W_Q(z)=U_m(z)+\frac{Q^2}{2C(z)}.
$$

Its first derivative is $U_m'-Q^2C'/(2C^2)$. At $z_s$, where $Q=CV$, this equals $U_m'-\frac12V^2C'$, so the static point is the same. Differentiating once more gives

$$
W_Q''=U_m''-\frac{Q^2C''}{2C^2}+\frac{Q^2C'^2}{C^3}.
$$

With $Q=CV$ at $z_s$, the stiffness at constant charge is

$$
k_Q=U_m''-\frac12V^2C''+\frac{V^2C'^2}{C}=k+\frac{V^2C'^2}{C}.
$$

The extra term is positive. When the isolated drum approaches the gate, its capacitance rises and its voltage falls, so the attraction grows less than it would at constant voltage. In the example the term is

$$
\frac{(25\ \text{V}^2)(1.590\times10^{-9}\ \text{F/m})^2}{5.85\times10^{-16}\ \text{F}}
=0.108\ \text{N/m},
$$

so that $k_Q=1.073\ \text{N/m}$ and the frequency is $52.13\ \text{MHz}$. The electrostatic contribution has shrunk from $-0.145$ to $-0.037\ \text{N/m}$.

For the rigid plate it would vanish, since there $\frac12C''=C'^2/C$. For the drum, the charge can move along the surface toward the centre, where the gap is smallest, and some softening survives. The Cauchy–Schwarz inequality shows this for the local-gap capacitance. With $g=d-z\phi$,

$$
\left(\int\frac{\phi}{g^2}dA\right)^2
\le\int\frac{dA}{g}\int\frac{\phi^2}{g^3}dA,
$$

because $\phi/g^2$ is the product of $g^{-1/2}$ and $\phi g^{-3/2}$. Multiplied by $\varepsilon_0^2$, this reads $C'^2\le\frac12CC''$. Equality requires $\phi/g$ to be uniform, which means a uniform $\phi$ and excludes a clamped drum.

A real source is connected through some resistance $R_s$, and the motion lies between the two limits. Let the source voltage be $V$ and the drum voltage $V+v$, with $v$ small. The charge on the drum is $C(z_s+x)(V+v)$, and to first order its rate of change is $C\dot v+VC'\dot x$. This must equal the current $-v/R_s$ through the resistor:

$$
C\dot v+VC'\dot x=-\frac v{R_s}.
$$

For motion proportional to $e^{i\omega t}$, and with $\tau=R_sC$, the solution is

$$
v=-\frac{VC'}{C}\,\frac{i\omega\tau}{1+i\omega\tau}\,x .
$$

The force $\frac12(V+v)^2C'(z_s+x)$ changes by $\frac12V^2C''x+VC'v$ to first order. Subtracting this from the change of the elastic force gives the effective stiffness

$$
k(\omega)=k+\frac{V^2C'^2}{C}\,\frac{i\omega\tau}{1+i\omega\tau}.
$$

For $\omega\tau\ll1$ the source corrects the voltage at once and $k(\omega)\to k$. For $\omega\tau\gg1$ the charge cannot follow and $k(\omega)\to k_Q$. In between, the imaginary part $(V^2C'^2/C)\,\omega\tau/(1+\omega^2\tau^2)$ is positive and describes damping by the heat produced in the resistor. It is largest at $\omega\tau=1$.

In the example, $\omega\tau=1$ at the constant-voltage frequency corresponds to $R_s=5.5\ \text{M}\Omega$. If the drum's own capacitance is the only one on its side of the resistor, the formula with $-\frac12V^2C''$ alone requires a resistance far below this. The eigenvalues of the linearized drum and circuit confirmed both limits: with $2\pi f_0\tau=10^{-4}$, where $f_0$ is the frequency without voltage, the result was $49.44\ \text{MHz}$, and with $2\pi f_0\tau=10^4$ it was $52.13\ \text{MHz}$.

A fixed capacitance $C_p$ in parallel with the drum, on its side of the resistor, changes this comparison. It adds to $C$ but not to $C'$ or $C''$. The stiffness at constant voltage is unaffected, while the extra term at constant total charge becomes $V^2C'^2/(C+C_p)$. If $C_p\gg C$, the parallel capacitor acts as a reservoir of charge and holds the voltage nearly constant even when the source is too slow to do so. The stiffness then approaches $k$ in both limits of the resistance. The values behind the example are listed in the numerical output below.

## Computed results

```
Drum radius R: 2.0 um
Gap d: 200 nm
Gate voltage V: 5.0 V
Linear elastic constant k1: 1.0 N/m
Cubic elastic constant k3: 1.0e+14 N/m^3
Modal mass m: 1.0e-17 kg
Static deflection z_s: 19.169 nm
Ratio z_s/d: 0.09585
Static force: 19.874 nN
Capacitance C(z_s): 0.5848 fF
First derivative C'(z_s): 1.5899 nF/m
Second derivative C''(z_s): 11.6248 mF/m^2
Second derivative C''(0): 9.2721 mF/m^2
Stretching part 3 k3 z_s^2: +0.11024 N/m
Electrostatic part -V^2 C''(z_s)/2: -0.14531 N/m
Same part with C''(0): -0.11590 N/m
Total stiffness k: 0.96493 N/m
Frequency at V = 0: 50.3292 MHz
Frequency without electrostatic part: 53.0308 MHz
Frequency from k: 49.4388 MHz
Frequency from time integration: 49.4388 MHz
Energy remainder ratio, x = 0.4 and 0.2 nm: 8.023
Static slope dz_s/d(V^2), numerical: 0.82384 nm/V^2
Static slope C'/(2k): 0.82384 nm/V^2
Constant-charge term V^2 C'^2/C: +0.10806 N/m
Stiffness at constant charge: 1.07298 N/m
Frequency at constant charge: 52.1335 MHz
Circuit frequency, omega0 Rs C = 1e-4: 49.4388 MHz
Circuit frequency, omega0 Rs C = 1e4: 52.1335 MHz
Resistance with omega Rs C = 1: 5.505 Mohm
Table: V (V), z_s (nm), stretching, electrostatic, k (N/m), f (MHz)
2.5  4.470  +0.00599  -0.03049  0.97551  49.7091
5.0  19.169  +0.11024  -0.14531  0.96493  49.4388
7.5  45.555  +0.62258  -0.46477  1.15781  54.1551
```
